# Counting the stereoisomers of an octahedral bis-chelate M(AA)2X2: verification in Python

```python
"""
Result under test: octahedral M(AA)2X2 with symmetrical chelates AA that span
only adjacent vertices has three stereoisomers: trans, cis-Lambda, cis-Delta.
A placement is (set of the two X vertices, set of the two chelate edges).
Isomers are classes of placements under proper rotations.
h is the handedness of two skew chelate edges: h < 0 Delta, h > 0 Lambda.
The example also sizes populations and racemization of a Ti precursor model.
"""
from itertools import combinations, permutations, product
import numpy as np
from scipy.linalg import expm
from scipy.constants import k as k_B, h as h_planck, e as q_e, c as c_light

vertices = [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)]

# All 48 symmetry operations of the octahedron as signed permutation matrices
matrices = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        m = np.zeros((3, 3), dtype=int)
        for row in range(3):
            m[row, perm[row]] = signs[row]
        matrices.append(m)


def as_map(m):
    return {v: tuple(int(t) for t in m @ np.array(v)) for v in vertices}


proper = [m for m in matrices if round(np.linalg.det(m)) == 1]
rotations = [as_map(m) for m in proper]
all_ops = [as_map(m) for m in matrices]
assert len(rotations) == 24 and len(all_ops) == 48


def placements(symmetric=True, allow_trans_span=False):
    found = set()
    for x_pair in combinations(vertices, 2):
        rest = [v for v in vertices if v not in x_pair]
        for j in (1, 2, 3):
            e1 = (rest[0], rest[j])
            e2 = tuple(v for v in rest if v not in e1)
            opposite = any(np.dot(e[0], e[1]) == -1 for e in (e1, e2))
            if opposite and not allow_trans_span:
                continue
            if symmetric:
                edges = [(frozenset(e1), frozenset(e2))]
            else:
                edges = list(product((e1, e1[::-1]), (e2, e2[::-1])))
            for pair in edges:
                found.add((frozenset(x_pair), frozenset(pair)))
    return found


def move(op, placement):
    x_pair, chelates = placement
    return (frozenset(op[v] for v in x_pair),
            frozenset(type(e)(op[v] for v in e) for e in chelates))


def orbits(items, group):
    left, result = set(items), []
    while left:
        start = next(iter(left))
        orbit = {move(g, start) for g in group}
        assert orbit <= left
        result.append(orbit)
        left -= orbit
    return result


def x_is_trans(placement):
    a, b = placement[0]
    return np.dot(a, b) == -1


def skew_handedness(p1, u1, p2, u2):
    return np.dot(np.subtract(p2, p1), np.cross(u1, u2)) * np.dot(u1, u2)


def handedness(placement):
    (a, b), (c, d) = [sorted(e) for e in placement[1]]
    a, b, c, d = map(np.array, (a, b, c, d))
    return skew_handedness((a + b) / 2, b - a, (c + d) / 2, d - c)


# Calibration: z axis and the tangent of the right-handed helix (cos t, sin t, t)
h_right = skew_handedness((0, 0, 0), (0, 0, 1), (1, 0, 0), (0, 1, 1))
assert h_right < 0

every = placements()
n_trans = sum(x_is_trans(p) for p in every)
n_cis = len(every) - n_trans
assert (n_trans, n_cis) == (3 * 2, 12 * 2)

isomers = orbits(every, rotations)
classes_full = orbits(every, all_ops)
assert len(isomers) == 3 and len(classes_full) == 2

named = {}
for orbit in isomers:
    values = [handedness(p) for p in orbit]
    assert np.ptp(values) < 1e-12
    kinds = {bool(x_is_trans(p)) for p in orbit}
    assert len(kinds) == 1
    if kinds == {True}:
        assert abs(values[0]) < 1e-12
        label = "trans"
    else:
        assert abs(values[0]) > 0.1
        label = "cis-Delta" if values[0] * h_right > 0 else "cis-Lambda"
    named[label] = orbit
assert set(named) == {"trans", "cis-Delta", "cis-Lambda"}
mirror = as_map(np.diag([1, 1, -1]))
assert {move(mirror, p) for p in named["cis-Delta"]} == named["cis-Lambda"]
assert {move(mirror, p) for p in named["trans"]} == named["trans"]

# With X at +x,+y: two rotations keep the X pair, and each keeps both pairings
x_fixed = frozenset([(1, 0, 0), (0, 1, 0)])
keepers = [g for g in rotations if frozenset(g[v] for v in x_fixed) == x_fixed]
cis_pair = [p for p in every if p[0] == x_fixed]
assert len(keepers) == 2 and len(cis_pair) == 2
assert all(move(g, p) == p for g in keepers for p in cis_pair)
assert move(mirror, cis_pair[0]) == cis_pair[1]


# Fixed placements for each class of rotation
def rotation_class(m):
    trace = int(np.trace(m))
    if trace == -1:
        return "C2 vertex" if np.count_nonzero(np.diag(m)) == 3 else "C2 edge"
    return {3: "E", 0: "C3", 1: "C4"}[trace]


fixed = {}
for m, g in zip(proper, rotations):
    fixed.setdefault(rotation_class(m), []).append(
        sum(move(g, p) == p for p in every))
hand_count = {"E": 30, "C3": 0, "C4": 0, "C2 vertex": 2, "C2 edge": 6}
for name, counts in fixed.items():
    assert set(counts) == {hand_count[name]}
fixed_sum = sum(sum(counts) for counts in fixed.values())
assert fixed_sum == 24 * len(isomers)


# Symmetry numbers and inequivalent chelate ends
def symmetry_data(orbit):
    p = next(iter(orbit))
    sigma = sum(move(g, p) == p for g in rotations)
    stabilizer = [g for g in all_ops if move(g, p) == p]
    ends = [v for e in p[1] for v in e]
    kinds = {frozenset(g[v] for g in stabilizer) for v in ends}
    return sigma, len(stabilizer), len(kinds)


sym = {name: symmetry_data(orbit) for name, orbit in named.items()}
for name in named:
    assert len(named[name]) * sym[name][0] == 24
assert sym["trans"] == (4, 8, 1)
assert sym["cis-Delta"] == sym["cis-Lambda"] == (2, 2, 2)

# Continuous superposition of 3D models with a bite angle below 90 degrees
bite_deg, r_chelate, r_alkoxide, r_backbone = 83.0, 0.20, 0.18, 0.33


def model(placement):
    points = [r_alkoxide * np.array(v) for v in sorted(placement[0])]
    half = np.radians(bite_deg) / 2
    for edge in sorted(placement[1], key=sorted):
        a, b = [np.array(v, float) for v in sorted(edge)]
        mid, along = (a + b) / np.sqrt(2), (a - b) / np.sqrt(2)
        points += [r_chelate * (np.cos(half) * mid + np.sin(half) * along),
                   r_chelate * (np.cos(half) * mid - np.sin(half) * along),
                   r_backbone * mid]
    return np.array(points)


relabelings = []
for xs in ([0, 1], [1, 0]):
    for first, second in product(([2, 3, 4], [3, 2, 4]), ([5, 6, 7], [6, 5, 7])):
        relabelings += [xs + first + second, xs + second + first]


def misfit(p, q, reflections=False):
    """Least rms distance (nm) about the metal over relabelings and rotations."""
    best, target = np.inf, model(q)
    source = model(p)
    for order in relabelings:
        s = source[order]
        u, _, vt = np.linalg.svd(s.T @ target)
        d = 1.0 if reflections else np.sign(np.linalg.det(vt.T @ u.T))
        r = vt.T @ np.diag([1, 1, d]) @ u.T
        best = min(best, np.sqrt(np.mean(np.sum((s @ r.T - target) ** 2, axis=1))))
    return best


def cluster(reflections):
    groups = []
    for p in every:
        for group in groups:
            if misfit(p, group[0], reflections) < 1e-8:
                group.append(p)
                break
        else:
            groups.append([p])
    return groups


rigid_groups = cluster(False)
mirror_groups = cluster(True)
assert {frozenset(g) for g in rigid_groups} == {frozenset(o) for o in isomers}
assert len(mirror_groups) == 2
rep = {name: next(iter(orbit)) for name, orbit in named.items()}
gap = misfit(rep["cis-Lambda"], rep["cis-Delta"])
gap_mirror = misfit(rep["cis-Lambda"], rep["cis-Delta"], True)
assert gap > 0.01 and gap_mirror < 1e-8

# Relaxed assumptions
unsym = placements(symmetric=False)
n_unsym = len(orbits(unsym, rotations))
n_unsym_full = len(orbits(unsym, all_ops))
n_span = len(orbits(placements(allow_trans_span=True), rotations))
assert n_unsym > 3 and n_span > 3

# Populations and racemization in the precursor model
T_source, T_room = 400.0, 298.15
dG_trans, barrier, residence = 0.10, 0.65, 1.0
kT = k_B * T_source / q_e
weights = {name: sum(np.exp(-(dG_trans if x_is_trans(p) else 0.0) / kT)
                     for p in orbit) for name, orbit in named.items()}
total = sum(weights.values())
trans_fraction = weights["trans"] / total
assert np.isclose(trans_fraction, 1 / (1 + 4 * np.exp(dG_trans / kT)), rtol=1e-12)


def eyring(dG, T):
    return k_B * T / h_planck * np.exp(-dG * q_e / (k_B * T))


def half_life(dG, T):
    return np.log(2) / (2 * eyring(dG, T))


def excess_after(dG, T, t):
    rate = eyring(dG, T)
    state = expm(np.array([[-rate, rate], [rate, -rate]]) * t) @ np.array([1.0, 0.0])
    return state[0] - state[1]


assert abs(excess_after(barrier, T_source, half_life(barrier, T_source)) - 0.5) < 1e-9
hour = 3600.0
barrier_hour = kT * np.log(2 * k_B * T_source * hour / (h_planck * np.log(2)))
assert abs(excess_after(barrier_hour, T_source, hour) - 0.5) < 1e-9
twist_cm = 100.0
wigner = 1 + (h_planck * c_light * 100 * twist_cm / (k_B * T_source)) ** 2 / 24
t_half = half_life(barrier, T_source)
assert t_half < residence

print("placements: trans, cis, total =", n_trans, n_cis, len(every))
for name in ("E", "C3", "C4", "C2 vertex", "C2 edge"):
    print(f"{name}: rotations {len(fixed[name])}, fixed by each {fixed[name][0]}")
print("sum of fixed placements =", fixed_sum)
print("stereoisomers (24 rotations) =", len(isomers))
print("classes with reflections (48 operations) =", len(classes_full))
for name in ("trans", "cis-Lambda", "cis-Delta"):
    s = sym[name]
    print(f"{name}: placements {len(named[name])}, sigma {s[0]}, "
          f"group order {s[1]}, end types {s[2]}, h {handedness(rep[name]):+.1f}")
print("h of right-handed helix reference =", h_right)
print(f"bite angle = {bite_deg:.0f} deg")
print(f"Ti-O chelate, alkoxide = {r_chelate:.2f}, {r_alkoxide:.2f} nm")
print(f"backbone marker distance = {r_backbone:.2f} nm")
print("isomers from 3D superposition =", len(rigid_groups))
print(f"Lambda/Delta best misfit, rotations only = {gap:.4f} nm")
print("Lambda/Delta misfit with reflection below 1e-8 nm:", bool(gap_mirror < 1e-8))
print("unequal chelate ends: stereoisomers =", n_unsym)
print("unequal chelate ends: classes with reflections =", n_unsym_full)
print("trans-spanning allowed: stereoisomers =", n_span)
print(f"source temperature = {T_source:.0f} K, kT = {kT:.5f} eV")
print(f"trans above cis = {dG_trans:.2f} eV")
print(f"trans fraction, equal energies = {100 * n_trans / len(every):.1f} %")
print(f"trans fraction at source = {100 * trans_fraction:.2f} %")
print(f"each cis enantiomer at source = {100 * weights['cis-Delta'] / total:.2f} %")
print(f"enantiomerization barrier = {barrier:.2f} eV")
print(f"rate each way at source = {eyring(barrier, T_source):.3e} 1/s")
print(f"half-life of excess at source = {t_half * 1e6:.2f} us")
print(f"half-life, barrier 0.10 eV lower = {half_life(barrier - 0.1, T_source) * 1e6:.3f} us")
print(f"half-life, barrier 0.10 eV higher = {half_life(barrier + 0.1, T_source) * 1e6:.1f} us")
print(f"half-life at {T_room:.2f} K = {half_life(barrier, T_room) * 1e3:.2f} ms")
print(f"residence time = {residence:.1f} s, in half-lives = {residence / t_half:.2e}")
print(f"barrier for 1 h half-life at source = {barrier_hour:.3f} eV")
print(f"Wigner factor for {twist_cm:.0f} cm^-1 mode = {wigner:.4f}")
print("all good")
```

Running it gives:

```
placements: trans, cis, total = 6 24 30
E: rotations 1, fixed by each 30
C3: rotations 8, fixed by each 0
C4: rotations 6, fixed by each 0
C2 vertex: rotations 3, fixed by each 2
C2 edge: rotations 6, fixed by each 6
sum of fixed placements = 72
stereoisomers (24 rotations) = 3
classes with reflections (48 operations) = 2
trans: placements 6, sigma 4, group order 8, end types 1, h +0.0
cis-Lambda: placements 12, sigma 2, group order 2, end types 2, h +2.0
cis-Delta: placements 12, sigma 2, group order 2, end types 2, h -2.0
h of right-handed helix reference = -1
bite angle = 83 deg
Ti-O chelate, alkoxide = 0.20, 0.18 nm
backbone marker distance = 0.33 nm
isomers from 3D superposition = 3
Lambda/Delta best misfit, rotations only = 0.1308 nm
Lambda/Delta misfit with reflection below 1e-8 nm: True
unequal chelate ends: stereoisomers = 8
unequal chelate ends: classes with reflections = 5
trans-spanning allowed: stereoisomers = 5
source temperature = 400 K, kT = 0.03447 eV
trans above cis = 0.10 eV
trans fraction, equal energies = 20.0 %
trans fraction at source = 1.36 %
each cis enantiomer at source = 49.32 %
enantiomerization barrier = 0.65 eV
rate each way at source = 5.386e+04 1/s
half-life of excess at source = 6.43 us
half-life, barrier 0.10 eV lower = 0.354 us
half-life, barrier 0.10 eV higher = 117.1 us
half-life at 298.15 K = 5.42 ms
residence time = 1.0 s, in half-lives = 1.55e+05
barrier for 1 h half-life at source = 1.344 eV
Wigner factor for 100 cm^-1 mode = 1.0054
all good
```
